# Why bond interference narrows the Compton profile of H2 along the bond: a numerical check

```python
# Result under test: for H2 in the minimal-basis bonding orbital
#   J_par(q)  = 2 J1s(q) (1 + cos(q R)) / (1 + S)
#   J_perp(q) = 2 J1s(q) (1 + g(a R)) / (1 + S),  g(x) = x^3 K_3(x) / 8
# and the parallel profile has the smaller second moment.
# R: bond length, zeta: 1s exponent, S: overlap of the two 1s functions,
# a = sqrt(q^2 + zeta^2), J1s: profile of one electron in one 1s function.
# Atomic units throughout; each molecular profile integrates to 2 electrons.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import kv
from pyscf import gto, scf, fci

R = 1.4
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10


def make_h2(basis):
    return gto.M(atom=[("H", (0, 0, -R / 2)), ("H", (0, 0, R / 2))],
                 unit="Bohr", basis={"H": basis}, verbose=0)


# The tabulated six-Gaussian hydrogen function represents exponent 1.24;
# the overlap test below would expose a wrong scale.
tabulated = gto.basis.load("sto-6g", "H")[0]


def slater_basis(exponent):
    scale = (exponent / 1.24) ** 2
    return [[0] + [[row[0] * scale, row[1]] for row in tabulated[1:]]]


def minimal_energy(exponent):
    return scf.RHF(make_h2(slater_basis(exponent))).kernel()


optimum = minimize_scalar(minimal_energy, bounds=(1.0, 1.4),
                          method="bounded", options={"xatol": 1e-4})
zeta = round(float(optimum.x), 2)
w = zeta * R
S = np.exp(-w) * (1 + w + w**2 / 3)


def J1s(q, exponent=zeta):
    return 8 * exponent**5 / (3 * np.pi * (q**2 + exponent**2) ** 3)


def g(q):
    x = R * np.sqrt(q**2 + zeta**2)
    return x**3 * kv(3, x) / 8


def J_par(q, sign=1):
    return 2 * J1s(q) * (1 + sign * np.cos(q * R)) / (1 + sign * S)


def J_perp(q, sign=1):
    return 2 * J1s(q) * (1 + sign * g(q)) / (1 + sign * S)


def density_1s(p):
    return 8 * zeta**5 / (np.pi**2 * (p**2 + zeta**2) ** 4)


# Momentum density of one 1s function from its radial Fourier integral
for p in (0.3, 1.0, 2.5):
    radial = quad(lambda r: r * np.sin(p * r) * np.exp(-zeta * r),
                  0, 35, limit=300)[0]
    amplitude = (4 * np.pi / (2 * np.pi) ** 1.5 / p
                 * np.sqrt(zeta**3 / np.pi) * radial)
    assert abs(amplitude**2 / density_1s(p) - 1) < 1e-6

# Real-space grid, clustered at the axis and at the nucleus
nodes, weights = np.polynomial.legendre.leggauss(160)
u, wu = (nodes + 1) / 2, weights / 2
L = 18.0
rho, w_rho = L * u**2, 2 * L * u * wu
z = np.concatenate([R / 2 * (1 - u**2), R / 2 + L * u**2])
w_z = np.concatenate([R * u * wu, 2 * L * u * wu])
norm_1s = np.sqrt(zeta**3 / np.pi)
chi_A = norm_1s * np.exp(-zeta * np.hypot(rho[:, None], z - R / 2))
chi_B = norm_1s * np.exp(-zeta * np.hypot(rho[:, None], z + R / 2))
S_grid = 4 * np.pi * np.sum(rho * w_rho * ((chi_A * chi_B) @ w_z))
assert abs(S_grid - S) < 1e-6

# Parallel profile: transform the orbital along z only, then use Parseval
psi = (chi_A + chi_B) / np.sqrt(2 * (1 + S_grid))
q_zero = np.pi / R
for q in (0.0, 0.7, 1.5, q_zero, 4.0):
    line_transform = 2 * psi @ (np.cos(q * z) * w_z)
    direct = 2 * np.sum(rho * w_rho * line_transform**2)
    assert abs(direct - J_par(q)) < 2e-6

# Perpendicular profile: explicit integral over the momentum plane p_x = q
k_nodes, k_weights = np.polynomial.legendre.leggauss(400)
k, w_k = 30 * (k_nodes + 1), 30 * k_weights
angle = 2 * np.pi * np.arange(400) / 400
mean_cos = np.mean(np.cos(R * k[:, None] * np.cos(angle)), axis=1)
for q in (0.0, 0.7, 1.5, q_zero, 4.0):
    plane = density_1s(np.sqrt(q**2 + k**2)) * (1 + mean_cos)
    direct = 2 / (1 + S) * 2 * np.pi * np.sum(w_k * k * plane)
    assert abs(direct - J_perp(q)) < 1e-8

# Norms and second moments, bonding (+1) and antibonding (-1)
step = 0.02
q_long = np.arange(0, 200 + step / 2, step)
w_long = np.full(q_long.size, step)
w_long[0] = w_long[-1] = step / 2
cross_z = zeta**2 * np.exp(-w) * (1 + w - w**2) / 3
cross_x = zeta**2 * np.exp(-w) * (1 + w) / 3
moments = {}
for sign in (1, -1):
    for name, profile, cross in (("z", J_par, cross_z),
                                 ("x", J_perp, cross_x)):
        values = profile(q_long, sign)
        assert abs(2 * np.sum(w_long * values) - 2) < 1e-7
        integrated = np.sum(w_long * q_long**2 * values)
        formula = (zeta**2 / 3 + sign * cross) / (1 + sign * S)
        # the cut at q = 200 leaves a tail of order 1e-7
        assert abs(integrated - formula) < 2e-6
        moments[name, sign] = integrated
difference = zeta**2 * w**2 * np.exp(-w) / (3 * (1 + S))
assert abs(moments["x", 1] - moments["z", 1] - difference) < 2e-6
assert moments["z", 1] < moments["x", 1]
assert moments["z", -1] > moments["x", -1]
assert np.all(np.diff(J_perp(np.linspace(0, 10, 1001))) < 0)


def half_width(profile, upper):
    return brentq(lambda q: profile(q) - profile(0.0) / 2, 0, upper)


hw_par = half_width(J_par, q_zero)
hw_perp = half_width(J_perp, 5)
hw_same = half_width(J1s, 5)
hw_free = half_width(lambda q: J1s(q, 1.0), 5)
assert hw_par < hw_perp < hw_same
q_cross = brentq(lambda q: np.cos(q * R) - g(q), 0, q_zero / 2)

# Second hump: maximum on a fine grid against the stationary condition
q_fine = np.linspace(q_zero, 2 * q_zero, 40001)
q_hump = q_fine[np.argmax(J_par(q_fine))]
q_root = brentq(lambda q: R * np.tan(q * R / 2) + 6 * q / (q**2 + zeta**2),
                q_zero + 1e-6, 2 * q_zero)
assert abs(q_hump - q_root) < 2e-4

# Profiles from a density matrix: overlap with a displaced copy of the
# molecule, followed by a one-dimensional cosine transform
shifts = np.arange(0, 24.05, 0.1)
w_shift = np.full(shifts.size, 0.1)
w_shift[0] = w_shift[-1] = 0.05


def displaced_overlaps(mol, axis):
    result = []
    for shift in shifts:
        coords = mol.atom_coords().copy()
        coords[:, axis] += shift
        moved = mol.set_geom_(coords, unit="Bohr", inplace=False)
        result.append(gto.intor_cross("int1e_ovlp", mol, moved))
    return np.array(result)


def profile_from_matrix(dm, overlaps, q):
    B = np.einsum("ij,sij->s", dm, overlaps)
    assert abs(B[0] - 2) < 1e-6
    return np.cos(np.outer(q, shifts)) @ (w_shift * B) / np.pi


def density_matrices(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    solver = fci.FCI(mf)
    vector = solver.kernel()[1]
    C = mf.mo_coeff
    dm_mo = solver.make_rdm1(vector, C.shape[1], 2)
    return mf.make_rdm1(), C @ dm_mo @ C.T, dm_mo


# Minimal basis: correlation fills the zero through the antibonding orbital
mol_min = make_h2(slater_basis(zeta))
assert abs(mol_min.intor("int1e_ovlp")[0, 1] - S) < 1e-3
dm_hf, dm_ci, dm_mo = density_matrices(mol_min)
over_min = displaced_overlaps(mol_min, 2)
at_zero = np.array([q_zero])
min_hf = profile_from_matrix(dm_hf, over_min, at_zero)[0]
min_ci = profile_from_matrix(dm_ci, over_min, at_zero)[0]
n_u = dm_mo[1, 1]
filled = 2 * n_u * J1s(q_zero) / (1 - S)
assert abs(min_hf) < 1e-7
# six Gaussians only approximate the Slater function, hence 5 percent
assert abs(min_ci / filled - 1) < 0.05

# Larger basis: how much of the pattern survives
mol_big = make_h2(gto.basis.load("cc-pvtz", "H"))
big_hf, big_ci, _ = density_matrices(mol_big)
over_z = displaced_overlaps(mol_big, 2)
over_x = displaced_overlaps(mol_big, 0)
q_ref = np.arange(0, 25.01, 0.05)
w_ref = np.full(q_ref.size, 0.05)
w_ref[0] = w_ref[-1] = 0.025
window = (q_ref > 1) & (q_ref < 4)
reference = {}
for label, dm in (("RHF", big_hf), ("FCI", big_ci)):
    par = profile_from_matrix(dm, over_z, q_ref)
    perp = profile_from_matrix(dm, over_x, q_ref)
    ratio = par[window] / perp[window]
    spot = np.argmin(ratio)
    m_z = np.sum(w_ref * q_ref**2 * par)
    m_x = np.sum(w_ref * q_ref**2 * perp)
    assert par[0] > perp[0] and m_z < m_x
    assert ratio[spot] < 0.5
    reference[label] = (par[0], perp[0], m_z, m_x,
                        q_ref[window][spot], ratio[spot])

print(f"bond length R = {R:.2f} bohr")
print(f"energy-optimized exponent = {optimum.x:.4f} 1/bohr")
print(f"exponent used, zeta = {zeta:.2f} 1/bohr")
print(f"w = zeta R = {w:.4f}")
print(f"overlap S = {S:.4f}")
print(f"g at q=0 = {g(0.0):.4f}")
print("Minimal-basis profiles, all in atomic units:")
print(f"2 J1s(0), same zeta = {2 * J1s(0.0):.4f}")
print(f"2 J1s(0), free atoms = {2 * J1s(0.0, 1.0):.4f}")
print(f"J_par(0) = {J_par(0.0):.4f}")
print(f"J_perp(0) = {J_perp(0.0):.4f}")
print(f"half width at half maximum, parallel = {hw_par:.4f}")
print(f"half width at half maximum, perpendicular = {hw_perp:.4f}")
print(f"half width, atom with same zeta = {hw_same:.4f}")
print(f"half width, free atom = {hw_free:.4f}")
print(f"<p_z^2> per electron, bonding = {moments['z', 1]:.4f}")
print(f"<p_x^2> per electron, bonding = {moments['x', 1]:.4f}")
print(f"difference <p_x^2>-<p_z^2> = {difference:.4f}")
print(f"<p_z^2>, atom with same zeta = {zeta**2 / 3:.4f}")
print(f"<p_z^2>, free atom = {1 / 3:.4f}")
print(f"<p_z^2> per electron, antibonding = {moments['z', -1]:.4f}")
print(f"<p_x^2> per electron, antibonding = {moments['x', -1]:.4f}")
print(f"first crossing of the profiles, q = {q_cross:.4f}")
print(f"first zero of J_par, q = {q_zero:.4f}")
print(f"first zero in 1/angstrom = {q_zero / bohr_in_angstrom:.3f}")
print(f"J_perp at that q = {J_perp(q_zero):.5f}")
print(f"2 J1s at that q, same zeta = {2 * J1s(q_zero):.5f}")
print(f"second hump of J_par, q = {q_hump:.4f}")
print(f"2 pi/R = {2 * q_zero:.4f}")
print(f"height of second hump = {J_par(q_hump):.3e}")
print(f"hump height / J_par(0) = {J_par(q_hump) / J_par(0.0):.3e}")
print("Full CI in the minimal basis:")
print(f"antibonding occupation n_u = {n_u:.5f} electrons")
print(f"J_par at first zero, from formula = {filled:.3e}")
print(f"J_par at first zero, density matrix = {min_ci:.3e}")
for label in ("RHF", "FCI"):
    r = reference[label]
    print(f"{label}/cc-pVTZ: J_par(0) = {r[0]:.4f}, J_perp(0) = {r[1]:.4f}")
    print(f"{label}/cc-pVTZ: <p_z^2> = {r[2]:.3f}, <p_x^2> = {r[3]:.3f}")
    print(f"{label}/cc-pVTZ: lowest J_par/J_perp = {r[5]:.3f}"
          f" at q = {r[4]:.2f}")
print("tests ok")
```

Output:

```
bond length R = 1.40 bohr
energy-optimized exponent = 1.1896 1/bohr
exponent used, zeta = 1.19 1/bohr
w = zeta R = 1.6660
overlap S = 0.6787
g at q=0 = 0.7322
Minimal-basis profiles, all in atomic units:
2 J1s(0), same zeta = 1.4266
2 J1s(0), free atoms = 1.6977
J_par(0) = 1.6996
J_perp(0) = 1.4720
half width at half maximum, parallel = 0.5339
half width at half maximum, perpendicular = 0.5924
half width, atom with same zeta = 0.6067
half width, free atom = 0.5098
<p_z^2> per electron, bonding = 0.2754
<p_x^2> per electron, bonding = 0.4229
difference <p_x^2>-<p_z^2> = 0.1475
<p_z^2>, atom with same zeta = 0.4720
<p_z^2>, free atom = 0.3333
<p_z^2> per electron, antibonding = 1.4997
<p_x^2> per electron, antibonding = 0.7290
first crossing of the profiles, q = 0.5839
first zero of J_par, q = 2.2440
first zero in 1/angstrom = 4.241
J_perp at that q = 0.01175
2 J1s at that q, same zeta = 0.01509
second hump of J_par, q = 3.2604
2 pi/R = 4.4880
height of second hump = 1.177e-03
hump height / J_par(0) = 6.926e-04
Full CI in the minimal basis:
antibonding occupation n_u = 0.02513 electrons
J_par at first zero, from formula = 1.180e-03
J_par at first zero, density matrix = 1.181e-03
RHF/cc-pVTZ: J_par(0) = 1.6890, J_perp(0) = 1.5063
RHF/cc-pVTZ: <p_z^2> = 0.286, <p_x^2> = 0.419
RHF/cc-pVTZ: lowest J_par/J_perp = 0.001 at q = 2.45
FCI/cc-pVTZ: J_par(0) = 1.6629, J_perp(0) = 1.4837
FCI/cc-pVTZ: <p_z^2> = 0.303, <p_x^2> = 0.434
FCI/cc-pVTZ: lowest J_par/J_perp = 0.092 at q = 2.45
tests ok
```
